# Mean First-Passage Time of a Biased Ion from a Reflecting Boundary: test program

```python
"""Mean first-passage time of a biased ion over N hops from a reflecting site.

Result under test, for hop rates kp = k0*exp(u/2) and km = k0*exp(-u/2):
    T = N/(kp-km) - km*(1-exp(-N*u))/(kp-km)**2,   T = N(N+1)/(2*k0) at u = 0
N  : number of forward steps from the reflecting site to the absorbing site
u  : work done by the field in one hop divided by kB*T (positive = forward)
k0 : hop rate in each direction without field
The law goes from quadratic to linear in N near N*u = 2 when 0 < u << 1.
Dimensionless functions below return k0*T. Lengths are in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def solve_times(forward, backward):
    """Mean times to absorption from every site, from the hopping equations."""
    matrix = (np.diag(forward + backward) - np.diag(forward[:-1], 1)
              - np.diag(backward[1:], -1))
    return np.linalg.solve(matrix, np.ones(len(forward)))


def uniform_times(N, u):
    forward = np.full(N, np.exp(u / 2))
    backward = np.full(N, np.exp(-u / 2))
    backward[0] = 0.0
    return solve_times(forward, backward)


def solved(N, u):
    return uniform_times(N, u)[0]


def formula(N, u):
    if u == 0:
        return N * (N + 1) / 2
    drift = 2 * np.sinh(u / 2)
    return N / drift + np.exp(-u / 2) * np.expm1(-N * u) / drift**2


def scaling(x):
    return (x - 1 + np.exp(-x)) / x**2


def exponent(x):
    return x * (1 - np.exp(-x)) / (x - 1 + np.exp(-x))


# Closed form against the linear equations, for both signs of the bias
worst = 0.0
for u in (-0.5, -0.1, 0.0, 0.01, 0.1, 1.0, 4.0):
    for N in (1, 2, 3, 7, 20):
        worst = max(worst, abs(formula(N, u) / solved(N, u) - 1))
assert worst < 1e-8

# Closed form against the time integral of the survival probability
N_s, u_s = 5, 0.7
generator = np.zeros((N_s, N_s))
for site in range(N_s):
    generator[site, site] -= np.exp(u_s / 2)
    if site + 1 < N_s:
        generator[site + 1, site] += np.exp(u_s / 2)
    if site > 0:
        generator[site, site] -= np.exp(-u_s / 2)
        generator[site - 1, site] += np.exp(-u_s / 2)


def survival(t):
    return expm(generator * t)[:, 0].sum()


survival_time = quad(survival, 0, 20)[0] + quad(survival, 20, 150)[0]
assert abs(survival_time / formula(N_s, u_s) - 1) < 1e-6

# First correction to the unbiased law, by a central difference in u
N_d, du = 20, 1e-4
slope_u = (solved(N_d, du) - solved(N_d, -du)) / (2 * du)
assert abs(slope_u / (-N_d * (N_d + 1) * (2 * N_d + 1) / 12) - 1) < 1e-4

# Constant offset of the linear law, and exponential growth against the field
offset = solved(200, 0.3) - 200 / (2 * np.sinh(0.15))
assert abs(offset / (-np.exp(-0.15) / (4 * np.sinh(0.15)**2)) - 1) < 1e-7
assert abs(solved(31, -0.5) / solved(30, -0.5) / np.exp(0.5) - 1) < 1e-5

# Scaling function: the error must fall as 1/N at fixed N*u
for x in (0.3, 2.0, 8.0):
    errors = [solved(N, x / N) / N**2 - scaling(x) for N in (200, 400)]
    assert abs(errors[1]) / scaling(x) < 0.01
    assert abs(errors[0] / errors[1] - 2) < 0.05
    u = x / 400
    numerical = np.log(solved(420, u) / solved(380, u)) / np.log(420 / 380)
    assert abs(numerical - exponent(x)) < 5e-3
x_half = brentq(lambda x: exponent(x) - 1.5, 1, 4)


# A quadratic window exists for weak bias only
def doubling_exponent(N, u):
    return np.log2(solved(2 * N, u) / solved(N, u))


sizes = (1, 2, 4, 8, 16, 32, 64)
weak_max = max(doubling_exponent(N, 0.001) for N in sizes)
strong_max = max(doubling_exponent(N, 4.0) for N in sizes)
assert weak_max > 1.95 and strong_max < 1.03

# Wall moved M sites behind the start
for M in (0, 10, 200):
    moved = uniform_times(M + 12, 0.0)[M]
    assert abs(moved / (12 * 13 / 2 + 12 * M) - 1) < 1e-8
far_wall = uniform_times(212, 0.3)[200]
assert abs(far_wall / (12 / (2 * np.sinh(0.15))) - 1) < 1e-8

# Worked example: rough typical values for a metal cation in permeable SiO2
temperature = 300.0       # K
hot_temperature = 358.15  # K, 85 degrees Celsius
hop = 0.3                 # nm
barrier = 0.8             # eV
attempt = 1e13            # 1/s
field = 0.1               # MV/cm
N_film = 40
liner = 10.0              # nm, dense SiO2 behind the reflecting plane
permittivity = 3.9
barrier_spread = 0.05     # eV, standard deviation
breakdown = 10.0          # MV/cm
kB_eV = const.k / const.e


def hop_rate(T, height=barrier):
    return attempt * np.exp(-height / (kB_eV * T))


def bias(E, T):
    return 0.1 * E * hop / (kB_eV * T)  # 1 MV/cm = 0.1 V/nm


kT = kB_eV * temperature
k0 = hop_rate(temperature)
u_film = bias(field, temperature)
time_film = formula(N_film, u_film) / k0
kp, km = k0 * np.exp(u_film / 2), k0 * np.exp(-u_film / 2)
back = np.full(N_film, km)
back[0] = 0.0
assert abs(solve_times(np.full(N_film, kp), back)[0] / time_film - 1) < 1e-8

# Crossing of the unbiased law with the line whose slope is found numerically
N_cross = 1 / np.sinh(u_film / 2) - 1
line_slope = solved(400, u_film) - solved(399, u_film)
first_above = next(N for N in range(1, 100) if solved(N, 0.0) > line_slope * N)
assert first_above - 1 <= N_cross <= first_above


# Random barriers: one fixed realization, then an ensemble average
def disordered_time(shifts, u):
    """shifts are the barrier changes divided by kB*T."""
    forward = np.exp(u / 2 - shifts)
    backward = np.zeros(len(shifts))
    backward[1:] = np.exp(-u / 2 - shifts[:-1])
    return solve_times(forward, backward)[0]


rng = np.random.default_rng(7)
shifts = rng.normal(0, 1.0, N_film)
r = np.exp(-u_film)
clean_flux = (1 - r**np.arange(1, N_film + 1)) / (1 - r)
predicted = np.sum(clean_flux * np.exp(shifts - u_film / 2))
assert abs(disordered_time(shifts, u_film) / predicted - 1) < 1e-8
sample = [disordered_time(rng.normal(0, 0.5, 20), 0.1) for _ in range(4000)]
# Sampling error of this average is about 0.2 percent
assert abs(np.mean(sample) / solved(20, 0.1) / np.exp(0.5**2 / 2) - 1) < 0.01
spread = barrier_spread / kT
disorder_mean = np.exp(spread**2 / 2)
paths = [disordered_time(rng.normal(0, spread, N_film), u_film)
         for _ in range(3000)]
disorder_median = np.median(paths) / formula(N_film, u_film)

# Image energy between two metal plates a distance W apart
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm


def image_energy(z, W):
    z = np.atleast_1d(np.asarray(z, dtype=float))
    k = np.arange(1, 2001)[:, None]
    series = (1 / (k * W) - 0.5 / (k * W + z) - 0.5 / (k * W - z)).sum(axis=0)
    return coulomb / (2 * permittivity) * (series - 0.5 / z)


single_plate = -coulomb / (4 * permittivity)
assert abs(image_energy(1.0, 1e5)[0] / single_plate - 1) < 1e-4
assert abs(image_energy(3.0, 22.0)[0] - image_energy(19.0, 22.0)[0]) < 1e-6
film = N_film * hop
gap = liner + film
positions = liner + hop * np.arange(N_film)
site_energy = image_energy(positions, gap)
right_saddle = image_energy(positions + hop / 2, gap)
left_saddle = image_energy(positions - hop / 2, gap)
f_image = np.exp(u_film / 2 - (right_saddle - site_energy) / kT)
b_image = np.exp(-u_film / 2 - (left_saddle - site_energy) / kT)
b_image[0] = 0.0
image_factor = solve_times(f_image, b_image)[0] / formula(N_film, u_film)

# Other neglected effects
u_hot = bias(field, hot_temperature)
time_hot = formula(N_film, u_hot) / hop_rate(hot_temperature)
sheet = const.epsilon_0 * permittivity * field * 1e8 / const.e * 1e-4
wigner = 1 + (const.h * attempt / (const.k * temperature))**2 / 24
diffusion = k0 * (hop * 1e-7)**2

print(f"Largest formula error in tests: {worst:.1e}")
print(f"Survival integral, N=5, u=0.7: k0*T = {survival_time:.6f}")
print(f"Closed form, same case: k0*T = {formula(N_s, u_s):.6f}")
print(f"Local exponent 3/2 at N*u = {x_half:.4f}")
print(f"Scaling function at N*u=2: {scaling(2.0):.4f}")
print(f"Time / either asymptote at N*u=2: {2 * scaling(2.0):.4f}")
print(f"Largest doubling exponent, u=0.001: {weak_max:.3f}")
print(f"Largest doubling exponent, u=4: {strong_max:.3f}")
print(f"Temperature: {temperature:.0f} K; kB*T = {kT:.5f} eV")
print(f"Hop length: {hop} nm; barrier: {barrier} eV")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print(f"Field: {field} MV/cm; hops N = {N_film}")
print(f"Mobile layer: {film:.1f} nm; liner: {liner:.1f} nm")
print(f"Voltage over mobile layer: {0.1 * field * film:.3f} V")
print(f"Voltage over both layers: {0.1 * field * gap:.3f} V")
print(f"Unbiased hop rate k0: {k0:.4f} 1/s")
print(f"Forward rate: {kp:.4f} 1/s; backward: {km:.4f} 1/s")
print(f"Diffusion coefficient: {diffusion:.3e} cm2/s")
print(f"Low-field mobility: {diffusion / kT:.3e} cm2/Vs")
print(f"Bias per hop u: {u_film:.5f}; N*u = {N_film * u_film:.4f}")
print(f"Continuum crossover 2/u: {2 / u_film:.2f} hops")
print(f"Lattice crossing: {N_cross:.2f} hops")
print(f"Crossover length 2kT/(eE): {2 * hop / u_film:.2f} nm")
print(f"Crossover voltage 2kT/e: {2000 * kT:.2f} mV")
print(f"Film passage time: {time_film:.1f} s = {time_film / 60:.2f} min")
print(f"Drift term: {N_film / (kp - km):.1f} s")
print(f"Subtracted term: {N_film / (kp - km) - time_film:.1f} s")
print("N | T (s) | unbiased (s) | drift line (s) | exponent N to 2N")
for N in (1, 2, 5, 10, 20, 40, 80, 160, 320):
    print(f"{N} | {formula(N, u_film) / k0:.2f} | {formula(N, 0) / k0:.2f} | "
          f"{N / (kp - km):.2f} | {doubling_exponent(N, u_film):.3f}")
print("Field (MV/cm) | u | T for N=40 (s)")
for E in (0.0, 0.01, 0.1, 1.0):
    u = bias(E, temperature)
    print(f"{E} | {u:.5f} | {formula(N_film, u) / k0:.4g}")
print(f"Image forces: time factor {image_factor:.3f}")
print(f"Image energy 0.3 nm from metal: {single_plate / 0.3:.3f} eV")
print(f"Barrier spread: {barrier_spread} eV = {spread:.3f} kB*T")
print(f"Disorder: mean time factor {disorder_mean:.2f}")
print(f"Disorder: sampled median factor {disorder_median:.1f}")
print(f"At {hot_temperature:.2f} K: T = {time_hot:.2f} s, u = {u_hot:.4f}")
print(f"Barrier +0.1 eV: time factor {np.exp(0.1 / kT):.1f}")
print(f"Ion sheet giving a field step of {field} MV/cm: {sheet:.2e} /cm2")
print(f"Tunnelling: Wigner rate factor {wigner:.3f}")
print(f"Field / rough breakdown field ({breakdown:.0f} MV/cm): "
      f"{field / breakdown:.3f}")
print("success")
```

Running it gives:

```
Largest formula error in tests: 2.5e-12
Survival integral, N=5, u=0.7: k0*T = 5.659953
Closed form, same case: k0*T = 5.659953
Local exponent 3/2 at N*u = 2.1491
Scaling function at N*u=2: 0.2838
Time / either asymptote at N*u=2: 0.5677
Largest doubling exponent, u=0.001: 1.963
Largest doubling exponent, u=4: 1.013
Temperature: 300 K; kB*T = 0.02585 eV
Hop length: 0.3 nm; barrier: 0.8 eV
Attempt frequency: 1.0e+13 1/s
Field: 0.1 MV/cm; hops N = 40
Mobile layer: 12.0 nm; liner: 10.0 nm
Voltage over mobile layer: 0.120 V
Voltage over both layers: 0.220 V
Unbiased hop rate k0: 0.3636 1/s
Forward rate: 0.3853 1/s; backward: 0.3431 1/s
Diffusion coefficient: 3.272e-16 cm2/s
Low-field mobility: 1.266e-14 cm2/Vs
Bias per hop u: 0.11605; N*u = 4.6418
Continuum crossover 2/u: 17.23 hops
Lattice crossing: 16.22 hops
Crossover length 2kT/(eE): 5.17 nm
Crossover voltage 2kT/e: 51.70 mV
Film passage time: 756.9 s = 12.61 min
Drift term: 947.5 s
Subtracted term: 190.7 s
N | T (s) | unbiased (s) | drift line (s) | exponent N to 2N
1 | 2.60 | 2.75 | 23.69 | 1.531
2 | 7.50 | 8.25 | 47.38 | 1.633
5 | 33.69 | 41.26 | 118.44 | 1.636
10 | 104.69 | 151.28 | 236.89 | 1.520
20 | 300.16 | 577.60 | 473.77 | 1.334
40 | 756.88 | 2255.39 | 947.54 | 1.170
80 | 1702.58 | 8911.56 | 1895.08 | 1.079
160 | 3597.64 | 35426.18 | 3790.16 | 1.038
320 | 7387.81 | 141264.65 | 7580.32 | 1.019
Field (MV/cm) | u | T for N=40 (s)
0.0 | 0.00000 | 2255
0.01 | 0.01160 | 1940
0.1 | 0.11605 | 756.9
1.0 | 1.16045 | 88.67
Image forces: time factor 0.726
Image energy 0.3 nm from metal: -0.308 eV
Barrier spread: 0.05 eV = 1.934 kB*T
Disorder: mean time factor 6.49
Disorder: sampled median factor 5.1
At 358.15 K: T = 5.66 s, u = 0.0972
Barrier +0.1 eV: time factor 47.9
Ion sheet giving a field step of 0.1 MV/cm: 2.16e+11 /cm2
Tunnelling: Wigner rate factor 1.107
Field / rough breakdown field (10 MV/cm): 0.010
success
```
